# Occupation matrix from the site Green function and its normalization choices

Take one spherical potential well of radius $S$ in empty space, with a single bound level $E_a$ of angular momentum $l=1$. Its normalized wave function is $\phi_a(r)Y_{1m}(\hat{\mathbf r})$. In the channel $(1,m)$ the Green function $G(z)=(z-H)^{-1}$ is

$$G_m(r,r';z)=\frac{\phi_a(r)\phi_a(r')}{z-E_a}+\text{(terms without poles below zero energy)} .$$

Integrate along a path $C$ that starts on the real axis at $E_b<E_a$, passes through the upper half plane and returns to the axis at $E_F$, with $E_a<E_F<0$. Along $C$ the argument of $z-E_a$ falls from $\pi$ to $0$, so $\mathrm{Im}\int_C dz/(z-E_a)=-\pi$. The other terms are real on the axis and analytic between the axis and $C$, so they add nothing to the imaginary part. Hence

$$-\frac1\pi\,\mathrm{Im}\int_C dz\int_0^S G_m(r,r;z)\,r^2dr=\int_0^S\phi_a^2\,r^2dr\equiv w .$$

The occupation is the part $w$ of one electron that lies inside the sphere. Scattering theory does not supply $\phi_a$, however. It supplies a radial solution at every complex $z$, with a free factor that may itself depend on $z$. What follows treats many sites and keeps track of that factor.

**Definition and contour.** Let the site potential $v(r)$ be real and spherical inside $S$ and zero outside, let the spheres not overlap, and treat one spin channel without spin-orbit coupling. Atomic units are used in the algebra. For an occupied state $\psi_i$ put $c_{im}(r)=\int Y_{lm}^*\psi_i\,d\Omega$ about the chosen site, and define

$$n_{mm'}=\sum_{E_i<E_F}\int_0^S c_{im}(r)\,c_{im'}^*(r)\,r^2dr. \tag{1}$$

This is the sphere trace: it counts all $l$-character inside $S$, whatever its radial shape. Since $G=\sum_i\psi_i\psi_i^*/(z-E_i)$, the matrix $g_{mm'}(z)=\int_0^S G_{lm,lm'}(r,r;z)r^2dr$ has the terms of (1) as residues. Let $X=\int_C g\,dz$, with $E_b$ below the spectrum and $E_F$ in a gap. Because $g(z^*)=g(z)^\dagger$, $X^\dagger$ is the integral from $E_b$ to $E_F$ along the mirror path below the axis. Thus $X-X^\dagger$ is a closed clockwise integral, equal to $-2\pi i\,n$, and

$$n=\frac{i}{2\pi}\left(X-X^\dagger\right). \tag{2}$$

A diagonal element is $-\mathrm{Im}X_{mm}/\pi$. In complex harmonics the off-diagonal elements need the anti-Hermitian part, not the imaginary part of each element. In real harmonics, with a real Hamiltonian, $X$ is symmetric and the two agree. In a metal $E_F$ lies on a branch cut and the end point is approached from above.

**The site Green function.** Write $W[u,v]=r^2(uv'-u'v)$, which does not depend on $r$ when $u$ and $v$ solve the same radial equation. For a single site try $C_0\,u(r_<)v(r_>)$, with $u$ regular at the origin and $v$ outgoing. The operator $z-H$ contains $+\tfrac12 d^2/dr^2$, so the unit source requires $\tfrac12r^2$ times the jump of the slope to be 1. This gives $\tfrac12C_0W[u,v]=1$, or $C_0=2/W[u,v]$.

Let $k=\sqrt{2z}$ with $\mathrm{Im}\,k>0$, and let $h_l$ be the outgoing spherical Hankel function. Choose the solutions that join at $S$ to

$$R_l=j_l(kr)-2ik\,t_l\,h_l(kr),\qquad H_l=h_l(kr). \tag{3}$$

Here $t_l$ is the element of the site's $t$ matrix (not of its $S$ matrix). Since $W[j_l,h_l]=r^2k\,\dfrac{i}{(kr)^2}=\dfrac ik$, also $W[R_l,H_l]=i/k$, and $C_0=-2ik$.

Other sites send waves back. With $\mathbf D$ the vector from site $n$ to site $n'$, a free outgoing wave from $n'$ is re-expanded about $n$ as

$$-2ik\,h_{l'}Y_{L'}(\mathbf r-\mathbf D)=\sum_L j_l(kr)Y_L(\hat{\mathbf r})\,g^{nn'}_{LL'},$$

$$g^{nn'}_{LL'}=-8\pi ik\,i^{\,l-l'}\sum_{L''}(-i)^{l''}h_{l''}(kD)\,Y_{L''}(\hat{\mathbf D})\int Y_L^*Y_{L'}Y_{L''}^*\,d\Omega .$$

To obtain this, write $4\pi i^{l'}j_{l'}Y_{L'}(\mathbf x)=\int e^{i\mathbf q\cdot\mathbf x}Y_{L'}(\hat{\mathbf q})\,d\Omega_q$ with $|\mathbf q|=k$ and $\mathbf x=\mathbf r-\mathbf D$, and expand $e^{i\mathbf q\cdot\mathbf r}$ and $e^{-i\mathbf q\cdot\mathbf D}$ in spherical waves. This gives the relation with $j$ in place of $h$ on the left and in the sum. For $l'=0$ and $r<D$, the expansion of $h_0(k|\mathbf r-\mathbf D|)$ differs from that of $j_0$ by $j_l(kD)\to h_l(kD)$. Higher $l'$ follow by gradients with respect to $\mathbf D$, which act on $j$ and $h$ through the same recursions.

A source inside a site radiates like a free source with $j_l(kr')$ replaced by $R_l(r')$. Let $\mathcal G$ be the matrix of amplitudes incident on a site. They arrive either directly or after a last scattering elsewhere, so

$$\mathcal G=g+g\,t\,\mathcal G\quad\Longrightarrow\quad \mathcal G=(1-g\,t)^{-1}g, \tag{4}$$

with $g^{nn}=0$. The site completes each incident $j_l$ to $R_l$. Therefore

$$G_{lm,lm'}(r,r')=R_l(r)\,\mathcal G_{lm,lm'}\,R_l(r')-2ik\,\delta_{mm'}R_l(r_<)H_l(r_>). \tag{5}$$

With $\langle uv\rangle=\int_0^Suv\,r^2dr$, the integral to insert in (2) is

$$X_{mm'}=\int_C dz\left\{\mathcal G_{lm,lm'}\langle R_l^2\rangle-2ik\,\delta_{mm'}\langle R_lH_l\rangle\right\}. \tag{6}$$

No radial function is conjugated. For sites far apart $\mathcal G\to0$ at the complex energies of the path, because $h_l(kD)$ decays, and the second term alone returns the $w$ of the opening case.

**Normalization of the solutions.** Multiplying $R_l$ by $s(z)$ divides its coefficients by powers of $s$ and leaves each term of $G$ unchanged. The division of $G$ between regular and irregular terms depends instead on the second solution: adding a multiple of $R_l$ to $H_l$ moves a part of $G$ from one term to the other. This choice decides what is lost if the irregular term is dropped.

In the pair $(R,H)$ the irregular term equals $2f(r_<)H_l(r_>)/W[f,H_l]$ for any regular $f$. Its poles are the bound levels of the isolated site, where $W[f,H_l]=0$. Below zero energy it is otherwise real on the axis, since $H_l$ is real up to a constant phase that cancels. Dropping it loses the weight $w$ of every isolated-site level below $E_F$; the back-scattering term contains the compensating poles. Above zero energy $H_l$ is complex and the term also carries a continuous density of states.

A second pair is $Z_l=R_l/t_l$ and $J_l$, where $J_l$ joins to $j_l$ at $S$. Outside $S$ one has $R_l-J_l=-2ik\,t_lH_l$, and the relation continues inward because all three functions solve the same equation. Hence

$$-2ik\,R_lH_l=\frac{R_l}{t_l}(R_l-J_l)=t_lZ_l^2-Z_lJ_l ,$$

and, with $\tau=t+t\,\mathcal G\,t$,

$$G_{lm,lm'}=Z_l(r)\,\tau_{lm,lm'}Z_l(r')-\delta_{mm'}Z_l(r_<)J_l(r_>). \tag{7}$$

From (3), $W[Z_l,J_l]=-2ik\,W[h_l,j_l]=-2ik(-i/k)=-2$, so $Z_lJ_l=-2fJ_l/W[f,J_l]$. This is real on the whole real axis, except for poles where $W[f,J_l]=0$, that is, where $t_l=0$. The $ZJ$ term may be left out of (2) if $t_l$ has no zero on the interval or between the interval and $C$. Its being real on the axis is not enough.

A third choice needs no such condition. Fix $f=r^l(1+\dots)$ and $\chi=r^{-l-1}(1+\dots)$ at the origin. If $v=\sum_pv_pr^{2p}$, then $f=r^l\sum_na_nr^{2n}$ with

$$2n(2n+2l+1)\,a_n=2\sum_{p=0}^{n-1}v_p\,a_{n-1-p}-2z\,a_{n-1},\qquad a_0=1 .$$

Replacing $l$ by $-l-1$ gives $\chi$. The factor $2n(2n-2l-1)$ never vanishes, because $2l+1$ is odd. Every coefficient is a real polynomial in $z$, so $f$ and $\chi$ are entire in $z$ and real on the axis. The leading powers give $W[f,\chi]=-(l+1)-l=-(2l+1)$. Write $R_l=Af$ and $H_l=\alpha f+\beta\chi$. Then $W[f,H_l]=-(2l+1)\beta$ and

$$G_{lm,lm'}=f(r)M_{mm'}f(r')-\frac{2\delta_{mm'}}{2l+1}f(r_<)\chi(r_>),$$

$$M_{mm'}=A^2\mathcal G_{lm,lm'}-\frac{2}{2l+1}\frac{\alpha}{\beta}\,\delta_{mm'} . \tag{8}$$

The integral of $\langle f\chi\rangle$ between two real end points is real on every path, so it drops out, and $X$ may be replaced by $\int_CM\langle f^2\rangle dz$. A potential that is not even in $r$, such as a nuclear one, needs its own construction of $\chi$.

**Normalization of the projector.** One may instead project on a radial function and form $\iint\varphi\,G\,\varphi$. Let it follow the energy with unit norm, $\varphi=f/\sqrt N$, where $N(z)=\langle f^2\rangle$. At a level $E_i$ the component $c_{im}$ solves the radial equation, so $c_{im}=a_{im}f(r;E_i)$. The projected residue is $a_{im}a_{im'}^*N^2/N$, the same as in the sphere trace. The remaining difference between the two forms comes from the $f\chi$ term and is real on the axis, where $N>0$. The two definitions therefore agree on the real axis.

Off the axis $N$ can vanish. To see the consequence, differentiate $(h_r-z)f=0$ with respect to $z$, where $h_r$ is the radial Hamiltonian: $(h_r-z)\dot f=f$. The function $u=\int Gf\,r'^2dr'$ for a diagonal element obeys $(z-h_r)u=f$ and is regular at the origin, so $u=-\dot f+c f$. The boundary condition at $S$ fixes $c(z)$. Since $\langle f\dot f\rangle=N'/2$,

$$\frac{\langle fu\rangle}{N}=-\frac{N'}{2N}+c. \tag{9}$$

For one site $c=W[\dot f,H_l]/W[f,H_l]$ taken at $S$, and back-scattering adds $A^2\mathcal G N$. Neither has a pole above the axis, because $H$ is self-adjoint. Each simple zero of $N$ thus gives a pole of residue $-\tfrac12$. A path passing above the zero differs from the real-axis integral by $-2\pi i(-\tfrac12)=+\pi i$, and $-\mathrm{Im}/\pi$ turns this into a loss of one electron from each diagonal element. The sphere trace has no such pole.

Replacing $f^2$ by $|f|^2$ at complex $z$ changes nothing on the axis but destroys analyticity, and with it the freedom to move the path.

A fixed projector $\varphi_\nu=f(r;E_\nu)/\sqrt{N(E_\nu)}$ is a different definition, not another way to evaluate (1). The Schwarz inequality $|\langle\varphi_\nu c\rangle|^2\le\langle|c|^2\rangle$, applied to any combination of the $m$ components, shows that its occupation never exceeds the sphere trace. Its eigenvalues also stay at or below 1, since it counts one normalized orbital. The sphere trace has no such bound, because two orthogonal radial functions with the same $m$ can both be filled. If $\varphi_\nu$ is instead normalized over all space, with weight $w$ in the sphere, while the projection integrals still stop at $S$, the fixed-projector result is multiplied by $w$. Extending the integrals over all space gives yet another definition.

**Two wells.** Take two equal wells $v=-V_0(1-r^2/S^2)^2$ with $V_0=130$ eV, $S=1.20$ Å and centres 2.45 Å apart. These are model parameters; there is no self-consistency and no interaction between the electrons. Diagonalization in a large hard-walled cylinder, with a basis of Bessel functions times sines, gives the lowest $\sigma$ levels $-57.389$, $-57.320$, $-15.796$ and $-14.285$ eV, and the $\pi$ levels $-15.182$ and $-14.932$ eV for each of $m=\pm1$. Put $E_F$ midway between the upper $\pi$ level and the fourth $\sigma$ level, at $-14.608$ eV ($-0.53685$ hartree). Three $\sigma$ states and two $\pi$ states per $m$ are then filled.

For (6), $C$ is a semicircle from $-130$ eV, the bottom of the wells, to $E_F$, with Gauss–Legendre nodes in the angle and partial waves up to $l=8$. With 240 nodes the $l=1$ occupations are

$$n_\sigma=0.46767,\qquad n_\pi=0.94480 .$$

Definition (1), summed over the diagonalized states, gives 0.46767 and 0.94480 as well. The shell holds $0.46767+2(0.94480)=2.3573$ electrons per spin. With 20 nodes $n_\sigma$ comes out as 0.530, with 60 as 0.4682. The nearest levels lie only 0.32 eV from the end point, so the integrand varies rapidly there.

The isolated well has its $p$ level at $-15.057$ eV with $w=0.94474$. Both $\pi$ combinations are filled, so each site receives two halves of an electron and $n_\pi$ is close to $w$. Of the $\sigma$ pair derived from this level only the lower is filled, and $n_\sigma$ is close to $w/2=0.4724$. The difference of 0.005 belongs to this filled state itself, since the two deep $\sigma$ states add only about 0.00002. The normalized lower combination of the two unchanged isolated-well $p$ orbitals already gives 0.4668. Two larger effects nearly cancel in it: the overlap of the orbitals enters the normalization and lowers $w/2$ to 0.4443, and the tail of the neighbour's orbital inside the sphere raises it again. The change of the orbitals themselves, when the two wells are solved together, adds 0.0008 and brings this state to 0.46765; the deep states supply the remaining 0.00002.

The isolated level lies below $E_F$, so the irregular term of the $(R,H)$ pair contributes 0.94474. Without it one would find

$$n_\sigma=0.46767-0.94474=-0.47707,\qquad n_\pi=0.944795-0.944742=0.00005 ,$$

a negative occupation and an almost empty orbital. In the $(Z,J)$ pair the irregular term contributes zero to rounding, because here $t_1$ has no zero under the path. Using $M\langle|f|^2\rangle$ on the semicircle gives $-140.98$ for $\sigma$ and $-140.49$ for $\pi$. With $\langle f^2\rangle$ the integrand is analytic, so each pole counts with its weight on the axis and the part that is real there drops out. With $\langle|f|^2\rangle$ both properties are lost. For the isolated well the pole part of $M$ then gives 125.9 instead of 0.945, and the rest gives $-266.4$ instead of zero.

The unit-normalized energy-dependent projector reproduces 0.46767 and 0.94480 on this semicircle, which encloses no zero of $N$. Newton iteration finds a zero at $-6.5+25.7i$ eV, outside it. A path from $E_b$ to $E_F$ that bulges over this point, and over no other zero, would give $-0.532$ and $-0.055$.

The fixed projector stays close to the sphere trace when $E_\nu$ lies near the filled $p$ levels, and falls well below it when $E_\nu$ is far from them. For $E_\nu=E_F$ it gives $n_\sigma=0.4668$ and $n_\pi=0.9445$; for $E_\nu=-65$ eV it gives 0.2105 and 0.4009. In the rotationally averaged Hubbard correction $\tfrac U2\mathrm{Tr}(n-n^2)$ per spin, the $\pi$ orbital enters with $n(1-n)=0.052$ for the sphere trace and 0.240 for the projector at $-65$ eV. A value of $U$ therefore has meaning only together with its projector. If the correction makes the potential inside the sphere depend on $m$, the radial solutions become matrices in $m$, and (5) must be rebuilt with them.

Finally, tilt the bond by $30^\circ$ from $z$ in the $xz$ plane, so that $\mathbf b=(\tfrac12,0,\tfrac{\sqrt3}2)$. In real $p$ orbitals the part along $\mathbf b$ has occupation $n_\sigma$ and the two perpendicular parts $n_\pi$:

$$n_{ab}=n_\pi\delta_{ab}+(n_\sigma-n_\pi)\,b_ab_b .$$

With $n_\sigma-n_\pi=-0.47713$ this gives $n_{xx}=0.94480-0.47713/4=0.8255$, $n_{zz}=0.94480-0.47713(3/4)=0.58695$, $n_{yy}=0.9448$ and $n_{xz}=-0.47713(\sqrt3/4)=-0.2066$. The trace is still 2.3573. The off-diagonal element records the direction of the bond, and discarding it would make the Hubbard energy depend on the choice of axes.

All numerical values are calculated from the stated model.
